Why Si-D bending relaxes faster than Si-H bending

**The decision in a calculation**

A model in which a bond at a silicon surface or a Si/SiO2 interface breaks through excitation of its bending mode needs a lifetime for that mode. The first decision is which coupling to compute. If the bend lies inside the phonon continuum, harmonic force constants already give the leading decay, the emission of one phonon. If it lies well above the continuum, a harmonic calculation leaves most of the energy in the bend, and anharmonic force constants are needed. Relative to the phonons of silicon, Si-D is the first case and Si-H the second, so a Si-D lifetime cannot be obtained by rescaling the Si-H lifetime with the mass. An oxide also has vibrations above the Si-H bend, so at a Si/SiO2 interface the coupling to the oxide must be checked separately.

Being near the optical phonons is not quite the condition. The bend must lie where the lattice modes coupled to it have spectral weight.

**Model and equations of motion**

Let u be one bending coordinate, m the mass of H or D, and k the force constant with all lattice atoms held fixed. The lattice modes have mass-weighted coordinates x_j and frequencies ω_j:

H = p²/2m + ku²/2 + Σ_j (p_j² + ω_j²x_j²)/2 − u Σ_j c_j x_j

In the Born-Oppenheimer approximation k and c_j are the same for both isotopes. The equations of motion are

m ü = −ku + Σ_j c_j x_j,  ẍ_j = −ω_j²x_j + c_j u

For motion as exp(−izt), the second gives x_j = c_j u/(ω_j² − z²). Inserting this in the first and dividing by m gives

Ω² − z² − S(z) = 0,  Ω² = k/m

S(z) = (1/m) ∫ w(ω) dω/(ω² − z²),  w(ω) = Σ_j c_j² δ(ω − ω_j)

At z = 0 the lattice follows the bend and lowers its force constant by the fraction

λ = (1/k) ∫ w(ω) dω/ω²

Stability requires λ < 1.

**The one-phonon rate**

For weak coupling write z = Ω + δ. Then z² ≈ Ω² + 2Ωδ, and z² = Ω² − S gives δ = −S/(2Ω). Approaching the real axis from above, the denominator is ω² − Ω² − i0, so

Im S = (π/m) ∫ w(ω) δ(ω² − Ω²) dω = πw(Ω)/(2mΩ)

because δ(ω² − Ω²) = δ(ω − Ω)/(2Ω) for positive frequencies. Hence Im δ = −πw(Ω)/(4mΩ²) = −πw(Ω)/(4k). Energy goes as the square of the amplitude, which doubles the rate:

Γ₁ = πw(Ω)/(2k)

The explicit mass has cancelled. At this order the isotope matters through the place where Ω falls in w. The formula requires w to vary little across the linewidth, so it fails close to a band edge.

**What happens at the band edge**

To follow a mode through the edge, take a smooth band with top ω_m. Its shape is a model, not a computed silicon spectrum:

w = kη x²√(1 − x²),  x = ω/ω_m,  0 < x < 1

The definition of λ gives λ = (η/ω_m) ∫₀¹ √(1 − x²) dx = πη/(4ω_m).

Let a = z/ω_m > 1. Since x²/(x² − a²) = 1 + a²/(x² − a²),

S/Ω² = (4λ/π) [π/4 − a² J],  J = ∫₀¹ √(1 − x²) dx/(a² − x²)

Partial fractions and the symmetry of the root give J = (1/2a) ∫ √(1 − x²) dx/(a − x), taken from −1 to 1. Put x = cos θ and use sin²θ = (a − cos θ)(a + cos θ) − (a² − 1). With ∫₀^π dθ/(a − cos θ) = π/√(a² − 1), this integral is π[a − √(a² − 1)]. Therefore

S/Ω² = λ[1 − 2a² + 2a√(a² − 1)] = −λr²,  r = a − √(a² − 1)

The definition of r also gives a = (r + 1/r)/2. With R = r² and b = Ω²/ω_m², the condition z² = Ω² − S becomes

(R + 2 + 1/R)/4 = b(1 + λR)

Multiplying by 4R and collecting terms,

(1 − 4bλ)R² + (2 − 4b)R + 1 = 0

A real root with 0 < R < 1 is an undamped localized mode above the band. A decaying resonance is found by continuing S across the band, where |r| = 1, to |r| > 1; it appears as a complex pair of roots when b < 1 − λ. In the narrow range 1 − λ < b < 1/(1 + λ) both roots are real and larger than 1, and there is neither a complex resonance nor a localized mode.

The localized mode requires b(1 + λr²) − a² to vanish for some a > 1. This expression falls steadily as a grows, so it has one zero if it is positive at a = 1, where r = 1, and none otherwise. The condition is

Ω > ω_m/√(1 + λ)

**How much energy stays in the bend**

In a localized mode of frequency ν, the lattice amplitude relative to the mass-weighted bend amplitude is (c_j/√m)/(ω_j² − ν²). Normalization gives the bend's share of the mode:

Z = 1/[1 + (1/m) Σ_j c_j²/(ω_j² − ν²)²] = 1/(1 + dS/dz²)

From dr/da = −r/√(a² − 1) and dz² = 2aω_m² da,

dS/dz² = λb r²/[a√(a² − 1)]

If the bend is displaced and released at rest, the band contributions dephase and the localized part Z cos νt remains. Its squared envelope is Z². Far above the band r ≈ 1/(2a) and dS/dz² ≈ λω_m²/(4Ω²), which tends to zero: the lattice is too slow to follow the bend. Because the equations are linear, these statements about the mean motion hold at any temperature.

**The anharmonic route for Si-H**

A bend above ω_m but below 2ω_m can emit two phonons. Let X = Σ_j c_j x_j and add the cubic term βuX²/2. At zero temperature the needed matrix elements are u₀₁ = √(ħ/2mΩ) and X_j = c_j√(ħ/2ω_j). For two different phonons the coupling is βu₀₁X_jX_l; for two quanta in one mode it is βu₀₁X_j²/√2. The sum of squares over distinct final states is thus half the unrestricted double sum over j and l.

Define X₀² = Σ_j X_j², ε = βX₀ and ħG = u₀₁X₀. Let σ(ω) be the distribution of X_j²/X₀² over frequency. The golden rule gives

Γ₂ = 2π · (1/2) ε²G² ∫ σ(ω)σ(Ω − ω) dω = πε²G² (σ*σ)(Ω)

For the model band, X_j² is proportional to w/ω, and ∫₀¹ x√(1 − x²) dx = 1/3. Hence

σ = (3/ω_m) x√(1 − x²),  G² = (1/4mΩ) ∫ w dω/ω = Ωη/12 = Ωλω_m/(3π)

To lowest order, the rates into different final states add: Γ_D = Γ₁ + Γ₂(D) and Γ_H = Γ₂(H).

**How large the effect is**

Take round values of roughly the right size: H bend 650 cm⁻¹ and band top 520 cm⁻¹. The couplings λ = 0.02 and ε = 0.3 are chosen, not computed for a surface. The atomic mass ratio 1.9985 puts the D bend at 650/√1.9985 = 459.8 cm⁻¹, inside the band. With η = 13.24 cm⁻¹ and band shape 0.3652 at this frequency,

Γ₁ = (π/2)(13.24)(0.3652) = 7.60 cm⁻¹

Multiplication by 2πc, or 0.1884 ps⁻¹ per cm⁻¹, gives 1.43 ps⁻¹. The pole equation gives 1.446 ps⁻¹, and diagonalizing a bath of 600 modes gives 1.451 ps⁻¹.

After 1 ps the D bend retains 0.251 of its energy, more than exp(−1.446) = 0.236. The reason is the weight of the resonance. Inside the band the real part of S is λΩ²(1 − 2a²), so its derivative with respect to z² is −2λb = −0.031. The weight is about 1/(1 − 0.031) = 1.032, and its square, about 1.07, accounts for the difference to within about 1%.

For H, Z² = 0.984, and 0.988 of the energy is still present at 5 ps. The energy can slightly exceed Z² because the localized mode, at 651.6 cm⁻¹, oscillates faster than Ω: its kinetic part is larger by (651.6/650)² = 1.005.

The two-phonon channel then gives H a finite lifetime. With G = 26.78 cm⁻¹ and pair density 2.195 × 10⁻³ cm,

Γ₂(H) = π(0.3)²(26.78)²(2.195 × 10⁻³) = 0.445 cm⁻¹

or 0.084 ps⁻¹. For D the same channel gives 0.040 ps⁻¹, so two-phonon emission alone would make H relax faster. The one-phonon channel reverses the order. The lifetimes are 11.9 ps for H and 1/(1.431 + 0.040) = 0.68 ps for D, a ratio of 17.5. A finite quantum bath containing both kinds of final state agrees with the two total rates within 2%.

Both Γ₁ and Γ₂ are proportional to λ at fixed ε, so λ drops out of this leading-order ratio. This follows from building the cubic term from the same X as the linear one; at a real surface the cubic couplings are independent quantities. The cubic strength does not:

Γ_D/Γ_H = 0.48 + 17.05(0.3/ε)²

Setting ε = 0.1 would give about 154. The ratio 17.5 is therefore a property of the chosen parameters, not a prediction for silicon.

**Is it the resonance or the mass?**

Three comparisons separate the causes.

- In a bath equally strong at both frequencies, the one-phonon rates are 1.43 ps⁻¹ for H and 1.44 ps⁻¹ for D. The isotope effect has almost vanished.
- Deuterium on a spring stiff enough to vibrate at 650 cm⁻¹ retains 0.992 of its energy at 5 ps. Extra mass alone does not cause relaxation.
- Hydrogen on a spring soft enough to vibrate at the D frequency decays at about 2.9 ps⁻¹ (2.86 from Γ₁, 2.92 from the pole equation), twice the D rate, as Γ₁ requires when k is halved.

The energy also goes where a resonance should send it: after 5 ps, 0.915 of the bath energy lies within 20 cm⁻¹ of the D resonance. A Lorentzian line, which ignores the finite band and the variation of the coupling across it, would give 0.879.

**What to do in practice**

Compute the bend and the lattice spectrum with the same method and structure, and use the spectrum weighted by coupling to the bend, not the bulk density of states. Near the edge small frequency errors matter. With the spring fixed and the mass varied, the energy left at 5 ps is 0.073 for a bend at 510 cm⁻¹ but 0.80 at 520 cm⁻¹. A localized mode exists once the fixed-lattice bend frequency exceeds 514.9 cm⁻¹; the mode itself lies above the band top. A 2% change in the bend frequency can therefore change the mechanism. A bend at 540 cm⁻¹, still near the optical phonons, retains 0.93.

Check the size of the bath as well. For uniform spacing Δ in cm⁻¹, the mode phases realign after

t_rec = 1/(cΔ)

With 40 modes, Δ = 13 cm⁻¹ and t_rec = 2.57 ps. The squared envelope of the D bend is 0.032 shortly before this time. It then grows again, to 0.50 at about 4.1 ps. After a dip, and once the phases have realigned a second time, it reaches 0.63 at about 5.6 ps. Fit a decay rate before the recurrence, or refine the bath; 600 modes postpone it to 38.5 ps.

For Si-H, obtain the cubic couplings before quoting a lifetime. At finite temperature, pair emission minus its reverse carries the factor (1 + n₁)(1 + n₂) − n₁n₂ = 1 + n₁ + n₂, where n₁ and n₂ are the phonon occupations. For the model band this factor averages about 1.7 at 300 K, so the H lifetime given here is a low-temperature value. Other cubic terms are left out. Terms in u²X and u³, together with the linear coupling, contribute to two-phonon decay at the same order in λ and can change the rate by large factors. A term γu²X/2 with γ = −βk or +βk multiplies Γ₂(H) by about 3.5 or 15. A cubic term in u − X/k with the same β multiplies it by about 0.01. If the bend is odd under a mirror plane of the site, X is odd too, uX² vanishes, and the cubic coupling involves other lattice coordinates. Also left out are higher anharmonic orders, pure dephasing and the phonons of a real surface or interface. The numerical output lists the remaining values.

Values computed for the example and the checks

```
H bend, fixed lattice: 650.0 cm^-1
D/H atomic mass ratio: 1.9985
D bend, fixed lattice: 459.8 cm^-1
phonon band top: 520.0 cm^-1
static softening lambda: 0.020
coupling scale eta: 13.242 cm^-1
band shape at D bend: 0.3652
bath modes: 600; spacing: 0.8667 cm^-1
fine-bath recurrence time: 38.5 ps
D one-phonon rate, weak coupling: 1.4308 ps^-1
D rate from exact pole: 1.4459 ps^-1
D rate from finite bath: 1.4507 ps^-1
D resonance centre: 462.57 cm^-1
D resonance full width: 7.68 cm^-1
H localized mode: 651.61 cm^-1
H localized weight Z: 0.9919; Z^2: 0.9838
energy left at 0.5 ps: H 0.9884, D 0.51431
energy left at 1.0 ps: H 0.9840, D 0.25102
energy left at 2.0 ps: H 0.9847, D 0.06021
energy left at 5.0 ps: H 0.9877, D 0.00078
D bath energy within +/-20 cm^-1: 0.915
Lorentzian prediction of that share: 0.879
coarse bath: 40 modes, recurrence 2.57 ps
coarse bath envelope^2 before recurrence: 0.0318
coarse bath largest envelope^2 after it: 0.6269
flat bath rates: H 1.4313, D 1.4405 ps^-1
D moved to 650 cm^-1, energy left at 5 ps: 0.9921
H moved to D frequency, finite-bath rate: 2.8619 ps^-1
H moved to D frequency, formula: 2.8593 ps^-1
threshold for a localized mode: 514.88 cm^-1
bend 460 cm^-1: left at 5 ps 0.0008, Z^2 0.0000
bend 500 cm^-1: left at 5 ps 0.0116, Z^2 0.0000
bend 510 cm^-1: left at 5 ps 0.0731, Z^2 0.0000
bend 520 cm^-1: left at 5 ps 0.8009, Z^2 0.7917
bend 540 cm^-1: left at 5 ps 0.9324, Z^2 0.9281
bend 580 cm^-1: left at 5 ps 0.9745, Z^2 0.9673
cubic-to-linear ratio epsilon: 0.30
H zero-point linear coupling G: 26.78 cm^-1
H pair density: 2.1951 x 10^-3 cm
D zero-point linear coupling G: 22.52 cm^-1
D pair density: 1.4823 x 10^-3 cm
two-phonon rates: H 0.0839, D 0.0401 ps^-1
H total rate from quantum finite bath: 0.0831 ps^-1
D total rate, formula: 1.4708 ps^-1
D total rate from quantum finite bath: 1.4955 ps^-1
lifetimes: H 11.93 ps, D 0.680 ps
lifetime ratio H/D: 17.5
```
